# Frequency-Dependent Gärtner Photocurrent and the 45-Degree Diffusion Lag: verification in Python

```python
"""Frequency-dependent Gaertner photocurrent of an n-type photoelectrode.

Result under test, per modulated photon entering the solid, time factor exp(+i w t):
    Y = 1 - exp(-alpha W)/(1 + alpha Lw),   Lw = sqrt(D tau/(1 + i w tau))
    neutral part N = exp(-alpha W) alpha Lw/(1 + alpha Lw)
N approaches a 45 degree lag when w tau >> 1 and w >> alpha^2 D.
alpha: absorption coefficient, W: depletion width, D: hole diffusivity,
tau: hole lifetime, w: angular frequency. Lengths are in cm, times in s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

# Rough typical values for n-Si in a methanol cell with a fast redox couple
temperature = 300.0          # K
doping = 1e15                # cm^-3
mobility = 450.0             # cm^2/(V s), holes
tau = 1e-5                   # s
alpha = 100.0                # cm^-1, near 980 nm
bending_volts = 1.0          # V
relative_permittivity = 11.7
wafer = 0.05                 # cm
area_resistance = 2.0        # ohm cm^2
dc_current = 1e-3            # A/cm^2
transfer_velocity = 1e3      # cm/s, hole transfer to the redox couple
recombination_velocity = 10.0  # cm/s, at the surface
breakdown_field = 3e5        # V/cm, rough
probe = 1e6                  # Hz

q = const.e
thermal_volts = const.k * temperature / q
permittivity = relative_permittivity * const.epsilon_0 / 100.0  # F/cm
D = mobility * thermal_volts
L = np.sqrt(D * tau)
debye = np.sqrt(permittivity * thermal_volts / (q * doping))
u_surface = bending_volts / thermal_volts
W = debye * np.sqrt(2 * (u_surface + np.expm1(-u_surface)))


def complex_length(w, lifetime=tau):
    return np.sqrt(D * lifetime / (1 + 1j * w * lifetime))


def neutral(w, a=alpha, width=W, lifetime=tau):
    al = a * complex_length(w, lifetime)
    return np.exp(-a * width) * al / (1 + al)


def total(w, a=alpha, width=W, lifetime=tau):
    return -np.expm1(-a * width) + neutral(w, a, width, lifetime)


def lag(value):
    return -np.degrees(np.angle(value))


# Band bending u (in kT) from the Poisson equation with Boltzmann electrons
xi_end = W / debye + 7.0
poisson = solve_ivp(
    lambda xi, u: -np.sqrt(np.maximum(2 * (u + np.expm1(-u)), 0)),
    (0, xi_end), [u_surface], rtol=1e-9, atol=1e-12, dense_output=True)
u_end = poisson.y[0, -1]


def band_bending(x):
    xi = x / debye
    inside = poisson.sol(np.minimum(xi, xi_end))[0]
    tail = u_end * np.exp(-np.maximum(xi - xi_end, 0))
    return np.where(xi < xi_end, inside, tail)


def bernoulli(z):
    small = np.abs(z) < 1e-7
    safe = np.where(small, 1.0, z)
    return np.where(small, 1 - z / 2, safe / np.expm1(safe))


def solve_holes(w, a=alpha, length=None, with_field=False):
    """Finite-volume hole continuity with p=0 at both ends.

    Returns the flux into x=0 per photon, the nodes and the hole density.
    """
    if length is None:
        length = 20 * max(L, 1 / a)
    ratio, first = 1.005, 2e-3 * W
    count = int(np.ceil(np.log(1 + length * (ratio - 1) / first) / np.log(ratio)))
    x = ratio ** np.arange(count + 1) - 1
    x *= length / x[-1]
    energy = -band_bending(x) if with_field else np.zeros_like(x)
    step, rise = np.diff(x), np.diff(energy)
    inward = D / step * bernoulli(rise)
    outward = D / step * bernoulli(-rise)
    face = (x[1:] + x[:-1]) / 2
    generation = np.exp(-a * face[:-1]) - np.exp(-a * face[1:])
    bands = np.zeros((3, count - 1), complex)
    bands[0, 1:] = -outward[1:-1]
    bands[1] = inward[1:] + outward[:-1] + (1 / tau + 1j * w) * np.diff(face)
    bands[2, :-1] = -inward[1:-1]
    p = solve_banded((1, 1), bands, generation.astype(complex))
    flux = outward[0] * p[0] - np.expm1(-a * face[0])
    return flux, x[1:-1], p


# Neutral-region collection and density profile against the numerical solution
neutral_error = 0.0
for a in (30.0, alpha, 1e4):
    for f in (0.0, 1e4, 1e6, 1e8):
        w = 2 * np.pi * f
        numerical = solve_holes(w, a)[0]
        formula = neutral(w, a, 0.0)
        neutral_error = max(neutral_error, abs(numerical / formula - 1))
assert neutral_error < 1e-3, neutral_error

w_probe = 2 * np.pi * probe
_, z, p_numerical = solve_holes(w_probe)
Lw = complex_length(w_probe)
p_formula = (alpha * tau / (1 + 1j * w_probe * tau) / (1 - (alpha * Lw) ** 2)
             * (np.exp(-alpha * z) - np.exp(-z / Lw)))
profile_error = np.max(abs(p_numerical - p_formula)) / np.max(abs(p_formula))
assert profile_error < 2e-3, profile_error

# Arrival-time distribution: its transform must be exp(-depth/Lw)
depth_ratio, w_tau = 0.5, 3.0


def arrival(s):
    return (depth_ratio / np.sqrt(4 * np.pi * s ** 3)
            * np.exp(-depth_ratio ** 2 / (4 * s) - s))


real_part = quad(lambda s: arrival(s) * np.cos(w_tau * s), 0, 40, limit=500)[0]
imag_part = -quad(lambda s: arrival(s) * np.sin(w_tau * s), 0, 40, limit=500)[0]
transform = np.exp(-depth_ratio * L / complex_length(w_tau / tau))
arrival_error = abs(real_part + 1j * imag_part - transform)
assert arrival_error < 1e-6, arrival_error

# Short-time response averaged over absorption depth: alpha sqrt(D/(pi t))
small = 1e-3  # alpha sqrt(D t)
response = quad(lambda v: small * np.exp(-small * v) * v
                / np.sqrt(4 * np.pi) * np.exp(-v * v / 4), 0, 30)[0]
assert abs(response / (small / np.sqrt(np.pi)) - 1) < 5e-3

# High-frequency angle from the numerical solution, with its leading deficit
w_high = D * (alpha / 0.01) ** 2
high_lag = lag(solve_holes(w_high)[0])
high_prediction = 45 - np.degrees(alpha * np.sqrt(D / (2 * w_high)))
assert abs(high_lag - high_prediction) < 0.05, (high_lag, high_prediction)

# Fast modulation relative to tau is insufficient when absorption is strong
strong_alpha, w_mid = 1e4, 100 / tau
strong_lag = lag(solve_holes(w_mid, strong_alpha)[0])
assert strong_lag < 10, strong_lag

# The neutral lag rises steadily and stays below 45 degrees
for a in (1.0, alpha, 1e4):
    sweep = lag(neutral(np.logspace(-2, 7, 300) / tau, a))
    assert np.all(np.diff(sweep) > 0) and np.all(sweep < 45)

# Effective hole sink plane from the solved band bending
x_fine = np.linspace(0, (xi_end + 20) * debye, 40001)
missing = -np.expm1(-band_bending(x_fine))
sink = np.sum((missing[1:] + missing[:-1]) / 2 * np.diff(x_fine))
assert abs(sink / W - 1) < 1e-4, sink / W

# Drift and diffusion through the real depletion field against Y
full_errors = {}
for f in (1e3, 1e5, 1e6, 1e7):
    w = 2 * np.pi * f
    full_errors[f] = abs(solve_holes(w, with_field=True)[0] / total(w) - 1)
assert max(full_errors[f] for f in (1e3, 1e5, 1e6)) < 3e-3, full_errors
assert full_errors[1e7] < 2e-2, full_errors


# Peak of the total lag and its small-alpha-W law
def find_peak(width, lifetime, low, high):
    found = minimize_scalar(
        lambda s: -lag(total(np.exp(s), alpha, width, lifetime)),
        bounds=(np.log(low), np.log(high)), method="bounded",
        options={"xatol": 1e-8})
    return np.exp(found.x), -found.fun


thin = 1e-6 / alpha
w_thin, lag_thin = find_peak(thin, 1e3, 1e7, 1e15)
thin_deficit = np.radians(45 - lag_thin)
assert abs(thin_deficit / np.sqrt(2 * alpha * thin) - 1) < 0.01
assert abs(w_thin / (alpha * D / thin) - 1) < 0.02
w_peak, lag_peak = find_peak(W, tau, 1e4, 1e11)
assert lag(total(1e4 * D / W ** 2)) < 1.0

# Effects outside the simple model
capacitance = permittivity / W
rc_time = area_resistance * capacitance
full_probe = solve_holes(w_probe, with_field=True)[0]
thin_wafer_dc = solve_holes(0.0, length=wafer, with_field=True)[0]
thin_wafer_probe = solve_holes(w_probe, length=wafer, with_field=True)[0]
photon_flux = dc_current / (q * total(0.0).real)
p_max = photon_flux * np.max(np.abs(solve_holes(0.0, with_field=True)[2]))
surface_holes = dc_current / q / transfer_velocity
assert p_max < 0.05 * doping and surface_holes < 0.05 * doping
surface_loss = recombination_velocity / (recombination_velocity + transfer_velocity)
peak_field = 2 * (bending_volts - thermal_volts) / W

print(f"T {temperature:.0f} K; doping {doping:.1e} cm^-3; band bending {bending_volts:.2f} V")
print(f"Hole mobility {mobility:.0f} cm2/Vs; diffusivity D {D:.3f} cm2/s")
print(f"Lifetime {tau*1e6:.1f} us; absorption {alpha:.0f} cm^-1; wafer {wafer*1e4:.0f} um")
print(f"Relative permittivity {relative_permittivity:.1f}; kT/q {thermal_volts*1e3:.3f} mV")
print(f"Debye length {debye*1e7:.1f} nm; depletion width W {W*1e4:.4f} um")
print(f"Static diffusion length L {L*1e4:.2f} um")
print(f"alpha L {alpha*L:.4f}; alpha W {alpha*W:.5f} (dimensionless)")
print(f"Corner 1/(2 pi tau) {1/(2*np.pi*tau)/1e3:.2f} kHz")
print(f"Corner alpha^2 D/(2 pi) {alpha**2*D/(2*np.pi)/1e3:.2f} kHz")
print(f"Depletion part {-np.expm1(-alpha*W):.5f} holes/photon")
print(f"Static N {neutral(0.0).real:.5f}; static Y {total(0.0).real:.5f} holes/photon")
print("f (Hz) | w tau | |N| | lag N (deg) | |Y| | lag Y (deg) | RC lag (deg)")
for f in (1e3, 1e4, 1e5, 1e6, 1e7, 1e8):
    w = 2 * np.pi * f
    n_value, y_value = neutral(w), total(w)
    print(f"{f:.0e} | {w*tau:.4g} | {abs(n_value):.5f} | {lag(n_value):.2f} | "
          f"{abs(y_value):.5f} | {lag(y_value):.2f} | {np.degrees(np.arctan(w*rc_time)):.2f}")
print(f"At 1 MHz: Lw = {Lw.real*1e4:.3f} {Lw.imag*1e4:+.3f} i um")
print(f"At 1 MHz: leading lag estimate for N {45-np.degrees(alpha*np.sqrt(D/(2*w_probe))):.2f} deg")
print(f"Peak total lag {lag_peak:.2f} deg at {w_peak/(2*np.pi)/1e6:.3f} MHz")
print(f"Peak law: {45-np.degrees(np.sqrt(2*alpha*W)):.2f} deg at {alpha*D/W/(2*np.pi)/1e6:.3f} MHz")
print(f"Test: largest relative error of N {neutral_error:.1e}")
print(f"Test: relative profile error at 1 MHz {profile_error:.1e}")
print(f"Test: arrival-transform error {arrival_error:.1e}")
print(f"Test: sink plane / W {sink/W:.7f}")
print(f"Test: high-frequency lag {high_lag:.3f} deg, law {high_prediction:.3f} deg")
print(f"  at f {w_high/(2*np.pi)/1e6:.1f} MHz")
print(f"Strong absorption {strong_alpha:.0e} cm^-1, w tau {w_mid*tau:.0f}: lag {strong_lag:.2f} deg")
for f, error in full_errors.items():
    print(f"Full depletion solution vs Y at {f:.0e} Hz: relative difference {error:.1e}")
print(f"Extra lag of full depletion solution at 1 MHz {lag(full_probe)-lag(total(w_probe)):.4f} deg")
print(f"Series resistance {area_resistance:.1f} ohm cm2; capacitance {capacitance*1e9:.3f} nF/cm2")
print(f"RC time {rc_time*1e9:.2f} ns; RC corner {1/(2*np.pi*rc_time)/1e6:.2f} MHz")
print(f"Y with RC filter at 1 MHz: lag {lag(total(w_probe)/(1+1j*w_probe*rc_time)):.2f} deg")
print(f"Finite wafer, ohmic back: static Y {thin_wafer_dc.real:.5f} holes/photon")
print(f"Finite wafer: lag of Y at 1 MHz {lag(thin_wafer_probe):.2f} deg")
print(f"Light reaching wafer back {100*np.exp(-alpha*wafer):.2f} percent")
print(f"DC current {dc_current*1e3:.1f} mA/cm2; photon flux {photon_flux:.3e} cm^-2 s^-1")
print(f"Peak hole density {p_max:.2e} cm^-3; fraction of doping {p_max/doping:.2e}")
print(f"Transfer velocity {transfer_velocity:.0f} cm/s; surface holes {surface_holes:.2e} cm^-3")
print(f"Surface recombination velocity {recombination_velocity:.0f} cm/s; loss {100*surface_loss:.2f} percent")
print(f"Ohmic drop {dc_current*area_resistance*1e3:.2f} mV")
for factor in (0.8, 1.2):
    print(f"Absorption {factor*alpha:.0f} cm^-1: lag N at 1 MHz {lag(neutral(w_probe, factor*alpha)):.2f} deg")
print(f"Peak field {peak_field/1e6:.4f} MV/cm; rough breakdown {breakdown_field/1e6:.2f} MV/cm")
print("checks complete")
```

Printed output:

```
T 300 K; doping 1.0e+15 cm^-3; band bending 1.00 V
Hole mobility 450 cm2/Vs; diffusivity D 11.633 cm2/s
Lifetime 10.0 us; absorption 100 cm^-1; wafer 500 um
Relative permittivity 11.7; kT/q 25.852 mV
Debye length 129.3 nm; depletion width W 1.1224 um
Static diffusion length L 107.86 um
alpha L 1.0786; alpha W 0.01122 (dimensionless)
Corner 1/(2 pi tau) 15.92 kHz
Corner alpha^2 D/(2 pi) 18.52 kHz
Depletion part 0.01116 holes/photon
Static N 0.51311; static Y 0.52427 holes/photon
f (Hz) | w tau | |N| | lag N (deg) | |Y| | lag Y (deg) | RC lag (deg)
1e+03 | 0.06283 | 0.51293 | 0.87 | 0.52409 | 0.85 | 0.01
1e+04 | 0.6283 | 0.49744 | 8.07 | 0.50849 | 7.89 | 0.07
1e+05 | 6.283 | 0.31228 | 28.65 | 0.32212 | 27.70 | 0.66
1e+06 | 62.83 | 0.12219 | 39.57 | 0.13098 | 36.46 | 6.62
1e+07 | 628.3 | 0.04127 | 43.26 | 0.04999 | 34.46 | 49.23
1e+08 | 6283 | 0.01333 | 44.45 | 0.02268 | 24.29 | 85.07
At 1 MHz: Lw = 9.697 -9.544 i um
At 1 MHz: leading lag estimate for N 39.49 deg
Peak total lag 36.83 deg at 1.892 MHz
Peak law: 36.42 deg at 1.650 MHz
Test: largest relative error of N 2.5e-06
Test: relative profile error at 1 MHz 4.0e-06
Test: arrival-transform error 1.5e-14
Test: sink plane / W 1.0000000
Test: high-frequency lag 44.595 deg, law 44.595 deg
  at f 185.2 MHz
Strong absorption 1e+04 cm^-1, w tau 100: lag 3.50 deg
Full depletion solution vs Y at 1e+03 Hz: relative difference 8.3e-06
Full depletion solution vs Y at 1e+05 Hz: relative difference 4.8e-05
Full depletion solution vs Y at 1e+06 Hz: relative difference 4.5e-04
Full depletion solution vs Y at 1e+07 Hz: relative difference 4.0e-03
Extra lag of full depletion solution at 1 MHz 0.0255 deg
Series resistance 2.0 ohm cm2; capacitance 9.230 nF/cm2
RC time 18.46 ns; RC corner 8.62 MHz
Y with RC filter at 1 MHz: lag 43.08 deg
Finite wafer, ohmic back: static Y 0.52389 holes/photon
Finite wafer: lag of Y at 1 MHz 36.49 deg
Light reaching wafer back 0.67 percent
DC current 1.0 mA/cm2; photon flux 1.191e+16 cm^-2 s^-1
Peak hole density 2.01e+12 cm^-3; fraction of doping 2.01e-03
Transfer velocity 1000 cm/s; surface holes 6.24e+12 cm^-3
Surface recombination velocity 10 cm/s; loss 0.99 percent
Ohmic drop 2.00 mV
Absorption 80 cm^-1: lag N at 1 MHz 40.49 deg
Absorption 120 cm^-1: lag N at 1 MHz 38.69 deg
Peak field 0.0174 MV/cm; rough breakdown 0.30 MV/cm
checks complete
```
